\section*{In-plane thermal conductivity of a metal transducer from its sheet resistance}

\section*{Question}

I have an 80 nm copper film on an electrically insulating substrate. It is the transducer in a thermoreflectance measurement, and my heat-flow model asks for its in-plane thermal conductivity at 300 K. All I have measured is the sheet resistance, 0.5 ohm per square at that temperature. I was told to ``use Wiedemann--Franz with the Sommerfeld Lorenz number''. I am stuck on three points.

\begin{enumerate}
\item How does a resistance ``per square'' become something I can put into a formula for a conductivity?
\item Why should a law for bulk metals hold in a film whose electrons also scatter from surfaces and grain boundaries? Should I not simply enter the bulk value for copper, roughly 400 W/(m K)?
\item How far can I trust the number that comes out?
\end{enumerate}

\section*{Answer}

\subsection*{From ohms per square to a resistivity}

Take a strip of the film with length $\ell$, width $w$ and thickness $d$. Current runs along $\ell$ through the cross-section $wd$, so
\begin{equation}
R=\frac{\rho\,\ell}{w d}=\frac{\rho}{d}\,\frac{\ell}{w}.
\end{equation}
The ratio $\ell/w$ is the number of squares that fit along the strip. For one square $\ell=w$, and the resistance is $R_s=\rho/d$ whatever the size of the square. Hence
\begin{equation}
\rho=R_s d=(0.5\ \Omega)(80\times10^{-9}\ \mathrm{m})=4.0\times10^{-8}\ \Omega\,\mathrm{m},
\end{equation}
which is 4.0 microohm cm. The electrical conductivity is $\sigma=1/\rho=2.5\times10^{7}$ S/m. If the film is not uniform in depth, its layers conduct in parallel and this $\sigma$ is the average over the thickness.

\subsection*{Why charge and heat flow are linked}

Suppose that electrons scatter elastically: a collision changes the direction of motion but not the energy. Electrons of each energy $\varepsilon$ then diffuse along the strip independently of all others. Let $g(\varepsilon)$ be the density of states per volume, $D(\varepsilon)$ the in-plane diffusion coefficient and $f$ the occupation. The particle current density per unit energy is $-gD\,\partial f/\partial x$. In a steady state it is the same at every $x$, so $f$ falls linearly between the ends. With the abbreviation $\sigma(\varepsilon)=e^2g(\varepsilon)D(\varepsilon)$,
\begin{equation}
j(\varepsilon)=\frac{\sigma(\varepsilon)}{e^2\ell}\,\bigl(f_{\rm left}-f_{\rm right}\bigr).
\label{eq:channel}
\end{equation}
This holds for a strip much longer than the mean free path and for small differences between its ends. Each end is in equilibrium, with
\begin{equation}
f=\frac{1}{e^{x}+1},\qquad x=\frac{\varepsilon-\mu}{k_BT},
\end{equation}
where $\mu$ is the electrochemical potential and, from here on, $x$ is this reduced energy.

The occupation changes with $\mu$ and $T$ through $x$ alone. Since $\partial x/\partial\varepsilon=1/(k_BT)$, $\partial x/\partial\mu=-1/(k_BT)$ and $\partial x/\partial T=-(\varepsilon-\mu)/(k_BT^2)$, the chain rule gives
\begin{equation}
f_{\rm left}-f_{\rm right}=\left(-\frac{\partial f}{\partial\varepsilon}\right)\left[\delta\mu+\frac{\varepsilon-\mu}{T}\,\delta T\right],
\label{eq:df}
\end{equation}
where $\delta\mu$ and $\delta T$ are the left values minus the right values. It is convenient to define
\begin{equation}
K_n=\int\sigma(\varepsilon)\,(\varepsilon-\mu)^n\left(-\frac{\partial f}{\partial\varepsilon}\right)d\varepsilon .
\end{equation}

\textit{Charge.} Set $\delta T=0$. Integrating \eqref{eq:channel} over energy gives the particle current density $J_N=K_0\,\delta\mu/(e^2\ell)$. Each electron carries charge $-e$, so the electric current density is $-eJ_N$. The voltage difference is $\delta\mu/(-e)$, and dividing it by $\ell$ gives the driving field. The two minus signs cancel in the ratio:
\begin{equation}
\sigma=\frac{-eJ_N}{\delta\mu/(-e\ell)}=\frac{e^2\ell J_N}{\delta\mu}=K_0 .
\end{equation}

\textit{Heat.} Now apply $\delta T$ with no electric current, which is the condition under which $\kappa$ is defined. Equations \eqref{eq:channel} and \eqref{eq:df} give
\begin{equation}
J_N=\frac{1}{e^2\ell}\left[K_0\,\delta\mu+K_1\frac{\delta T}{T}\right]=0
\quad\Rightarrow\quad
\delta\mu=-\frac{K_1}{K_0}\frac{\delta T}{T}.
\end{equation}
An electron carries the heat $\varepsilon-\mu$, so the heat current density has one more power of $\varepsilon-\mu$ in each integral:
\begin{equation}
J_Q=\frac{1}{e^2\ell}\left[K_1\,\delta\mu+K_2\frac{\delta T}{T}\right]
=\frac{\delta T}{e^2T\ell}\left[K_2-\frac{K_1^2}{K_0}\right].
\end{equation}
The thermal conductivity is $\kappa=J_Q\ell/\delta T$. Dividing by $\sigma T=K_0T$ gives the Lorenz number
\begin{equation}
L\equiv\frac{\kappa}{\sigma T}=\frac{1}{e^2T^2}\left[\frac{K_2}{K_0}-\left(\frac{K_1}{K_0}\right)^2\right].
\label{eq:variance}
\end{equation}
The bracket is the variance of the electron energy, taken with the weight $\sigma(\varepsilon)(-\partial f/\partial\varepsilon)$. The strength of the scattering has cancelled. What remains is the energy spread of the electrons that carry the current.

\subsection*{The Sommerfeld value}

In a metal $k_BT$ is far below the Fermi energy. The factor $-\partial f/\partial\varepsilon$ is a peak a few $k_BT$ wide around $\mu$, and a smooth $\sigma(\varepsilon)$ hardly changes across it. To leading order $\sigma(\varepsilon)$ may be replaced by $\sigma(\mu)$. The peak is even in $x$ and has unit area, so $K_0=\sigma(\mu)$, $K_1=0$ and $K_2=\sigma(\mu)(k_BT)^2I_2$, with
\begin{equation}
I_2=\int_{-\infty}^{\infty}x^2\left(-\frac{df}{dx}\right)dx,\qquad
-\frac{df}{dx}=\frac{e^{-x}}{(1+e^{-x})^2}.
\end{equation}
For $x>0$ the expansion $y/(1+y)^2=\sum_{n\ge1}(-1)^{n+1}n\,y^n$ with $y=e^{-x}$ applies. Using the even symmetry and $\int_0^\infty x^2e^{-nx}dx=2/n^3$,
\begin{equation}
I_2=2\sum_{n=1}^{\infty}(-1)^{n+1}n\,\frac{2}{n^3}
=4\sum_{n=1}^{\infty}\frac{(-1)^{n+1}}{n^2}.
\end{equation}
Integrating term by term is allowed because the integrals of the absolute values, $2/n^2$, have a finite sum. The alternating sum is the full sum $\sum1/n^2=\pi^2/6$ minus twice its even terms. The even terms add up to a quarter of the full sum, so
\begin{equation}
I_2=4\left(1-\frac{2}{4}\right)\frac{\pi^2}{6}=\frac{\pi^2}{3}\approx3.290 .
\end{equation}
With $k_B/e=86.17\ \mu$V/K, equation \eqref{eq:variance} becomes
\begin{equation}
L_0=\frac{\pi^2}{3}\left(\frac{k_B}{e}\right)^2=2.443\times10^{-8}\ \mathrm{W\,\Omega/K^2}.
\end{equation}

\subsection*{Your film}

Inserting $\sigma=1/(R_sd)$ into $\kappa=L_0\sigma T$ gives
\begin{equation}
\kappa=\frac{L_0T}{R_sd}
=\frac{(2.443\times10^{-8})(300)}{(0.5)(80\times10^{-9})}\ \frac{\mathrm{W}}{\mathrm{m\,K}}
\approx183\ \frac{\mathrm{W}}{\mathrm{m\,K}} .
\label{eq:result}
\end{equation}
The rough bulk value of 400 W/(m K) is 2.2 times larger. Entering it would contradict your own resistance measurement. If the film is continuous, its higher resistivity means that the electrons are scattered more strongly than in bulk copper. Voids or cracks would also raise the measured resistance, but then the estimate is less safe. Within the film alone they obstruct electronic heat and charge alike, but heat can bypass a crack through the substrate and charge cannot, so $R_s$ would give too low an effective $\kappa$. The result assumes a continuous film.

The product
\begin{equation}
\kappa d=\frac{L_0T}{R_s}=14.66\ \mu\mathrm{W/K}
\end{equation}
does not contain the thickness. It is the heat flow through one square of film with 1 K between opposite edges. If your model needs only the heat carried along the film, an error in $d$ does no harm as long as the same $d$ is used to find $\kappa$ and to multiply it back.

\subsection*{Surfaces, grain boundaries and the need for degeneracy}

The derivation never asked what scatters the electrons. Surfaces, grain boundaries and impurities lower $D(\varepsilon)$, and with it $\sigma$ and $\kappa$ in the same proportion, provided that the scattering is elastic and $\sigma(\varepsilon)$ stays smooth. The effect of its energy dependence can be worked out. Let $\sigma(\varepsilon)\propto\varepsilon^s$ and $t=k_BT/\mu$, so that $\varepsilon=\mu(1+tx)$ and
\begin{equation}
\sigma(\varepsilon)\approx\sigma(\mu)\left[1+s\,t x+\tfrac12s(s-1)t^2x^2\right].
\end{equation}
Odd powers of $x$ integrate to zero. Up to order $t^2$ in the bracket of \eqref{eq:variance},
\begin{align}
K_0&=\sigma(\mu)\left[1+\tfrac12s(s-1)t^2I_2\right],\\
K_1&=\sigma(\mu)\,k_BT\,s\,t\,I_2,\\
K_2&=\sigma(\mu)(k_BT)^2\left[I_2+\tfrac12s(s-1)t^2I_4\right].
\end{align}
Here $I_4$ is the integral with $x^4$ in place of $x^2$. The same expansion, with $\int_0^\infty x^4e^{-nx}dx=24/n^5$, gives
\begin{equation}
I_4=48\sum_{n=1}^\infty\frac{(-1)^{n+1}}{n^4}=48\cdot\frac78\cdot\frac{\pi^4}{90}=\frac{7\pi^4}{15},
\end{equation}
so $I_4/I_2=7\pi^2/5$. Dividing \eqref{eq:variance} by $L_0=(k_B/e)^2I_2$ and expanding $1/K_0$,
\begin{align}
\frac{L}{L_0}-1
&\approx t^2\left[\tfrac12s(s-1)\left(\frac{I_4}{I_2}-I_2\right)-s^2I_2\right]\nonumber\\
&=\pi^2t^2\left[\tfrac{8}{15}s(s-1)-\tfrac13s^2\right]
=\frac{\pi^2t^2}{15}\,s(3s-8).
\label{eq:correction}
\end{align}

For copper, take one conduction electron per atom and a rough fcc lattice constant $a=0.36$ nm. There are four atoms per cubic cell, so $n=4/a^3=8.57\times10^{28}\ \mathrm{m^{-3}}$. The free-electron relations $k_F=(3\pi^2n)^{1/3}$ and $E_F=\hbar^2k_F^2/(2m)$ give $E_F=7.09$ eV. With $k_BT=25.85$ meV, $t=0.00365$.

A numerical test applied small voltage and temperature differences to the Fermi functions in \eqref{eq:channel}, found the voltage that stops the current, and integrated the flows. For $s=0.5$, $1.5$ and $3$ it gave $L/L_0-1=-28$, $-46$ and $+26$ parts per million. Equation \eqref{eq:correction} reproduces these values. It also explains why the last one has the opposite sign: the factor $3s-8$ changes sign at $s=8/3$, between the second and third cases. For such smooth laws the correction is irrelevant here.

Degeneracy, in contrast, is essential. In a dilute electron gas $f\approx e^{-(\varepsilon-\mu)/k_BT}$, and with $u=\varepsilon/k_BT$ the weight in \eqref{eq:variance} is $u^se^{-u}$. Its moments follow from the gamma function:
\begin{equation}
\langle u\rangle=s+1,\qquad \langle u^2\rangle=(s+2)(s+1),
\end{equation}
so the variance is $(s+1)(s+2)-(s+1)^2=s+1$ and
\begin{equation}
L=(s+1)\left(\frac{k_B}{e}\right)^2 .
\end{equation}
The Lorenz number now depends on the scattering law. For $s=3/2$ the factor is 2.5 instead of 3.29, and the numerical flows give 2.500 when $\mu$ lies $10\,k_BT$ below the band edge. The Sommerfeld value is therefore not a safe choice for a lightly doped semiconductor film.

\subsection*{How far to trust the number}

Two neglected effects matter at the level of a few per cent, and they have opposite signs.

\textit{Inelastic scattering.} At 300 K an electron can exchange an energy comparable to $k_BT$ with a lattice vibration. Such a collision can remove the excess energy that makes up the heat current while turning the electron only a little, so it hinders heat more than charge. Rough bulk data for copper show the size. Of 400 W/(m K), take about 10 as carried by the lattice, which leaves 390 for the electrons. With a bulk resistivity of 1.7 microohm cm,
\begin{equation}
\frac{\kappa_{e,\rm bulk}\,\rho_{\rm bulk}}{T}=\frac{(390)(1.7\times10^{-8})}{300}\ \frac{\mathrm{W\,\Omega}}{\mathrm{K^2}}\approx0.90\,L_0 .
\end{equation}
Your film has an extra resistivity of $4.0-1.7=2.3$ microohm cm. I assume that this part comes from elastic scattering at defects, boundaries and surfaces, and that thermal resistivities add. That additivity is an approximation. Then
\begin{equation}
\frac1{\kappa_e}=\frac1{\kappa_{e,\rm bulk}}+\frac{\rho-\rho_{\rm bulk}}{L_0T}
=\left[\frac1{390}+\frac{2.3\times10^{-8}}{7.33\times10^{-6}}\right]\frac{\mathrm{m\,K}}{\mathrm{W}},
\end{equation}
so $\kappa_e\approx175$ W/(m K), which is 4.3\,\% below \eqref{eq:result}. This figure is only as good as the bulk ratio: values from $0.93\,L_0$ to $0.88\,L_0$ give about 3 to 5.5\,\%.

\textit{Lattice heat.} The vibrations carry heat in parallel with the electrons. If the film keeps the rough bulk contribution of 10 W/(m K), this adds 5.5\,\% of the estimate and brings the total to about 185 W/(m K). The net change is $+1.2\,\%$, but it is a small difference between two rough numbers, and even its sign should not be relied on. With a bulk lattice part anywhere between 5 and 20 W/(m K), of which the film keeps at least 5, the same formulas give net changes from about $-3\,\%$ to $+6\,\%$.

\textit{Temperature.} The sheet resistance must belong to the temperature at which $\kappa$ is wanted. Suppose the laser warms the film to 310 K, and let the bulk part of $\rho$ grow in proportion to $T$ while the extra part stays fixed. Then $\rho=2.3+1.7\,(310/300)=4.057$ microohm cm, and $L_0T/\rho$ rises to 186.7 W/(m K), or by 1.9\,\%. The resistivity of real copper near 300 K grows somewhat faster than $T$, by about 3.8\,\% over these 10 K, which lowers the rise to about 1.7\,\%. The factor $T$ grows faster than the resistivity. If all of $\rho$ were proportional to $T$, the estimate would not change at all; if all of it were fixed, the estimate would grow as $T$.

\textit{Measurement.} Taking the logarithm of \eqref{eq:result} and differentiating at fixed $T$ gives $\delta\kappa/\kappa=-\delta R_s/R_s-\delta d/d$. For independent errors the mean of the cross term vanishes, and the standard uncertainties $u$ obey
\begin{equation}
\frac{u_\kappa}{\kappa}=\sqrt{\left(\frac{u_R}{R_s}\right)^2+\left(\frac{u_d}{d}\right)^2}.
\end{equation}
You did not state yours, so take 2\,\% for $R_s$ and 3 nm for $d$ as an example. The result is $\sqrt{0.02^2+(3/80)^2}=4.25\,\%$, or about 8 W/(m K), and the thickness dominates. For the product $\kappa d$ the thickness error drops out and 2\,\% remains.

\subsection*{The model beside a real copper film}

A resistivity of 4 microohm cm is more than twice the rough bulk value, which is plausible for a thin, fine-grained copper film but would be high for a well-annealed one. Two assumptions that a real film does not strictly obey at 300 K are purely elastic scattering and purely electronic heat flow; by the estimates above, dropping them moves the result by about $-4\,\%$ and $+5\,\%$. A conducting substrate would be a separate problem. It carries current in parallel, so the measured $R_s$ is too low and the inferred $\kappa$ too high. Your insulating substrate avoids this.

The value also applies to one direction only. In the free-electron picture $\sigma=ne^2\tau/m$, where $\tau$ is the scattering time, and the mean free path is $\lambda=v_F\tau$ with $mv_F=\hbar k_F$. Eliminating $\tau$,
\begin{equation}
\lambda=\frac{mv_F}{ne^2\rho}=\frac{\hbar k_F}{ne^2\rho}\approx16\ \mathrm{nm},
\end{equation}
which is 0.20 of the thickness. A noticeable share of the electrons is thus within one mean free path of a surface, and surfaces affect motion along the film and across it differently. Grain boundaries can do the same if the grains are elongated. Your in-plane resistance does not determine the cross-plane conductivity, so do not copy 183 W/(m K) into that entry without a separate argument.

For the in-plane entry, use 183 W/(m K) and let it vary by several per cent to see whether your fitted quantities respond. This presumes that $R_s$ is known to a few per cent; if 0.5 is a rounded value, the range 0.45 to 0.55 alone spans 204 to 167 W/(m K). The values used here are collected in the numerical output below.

\section*{Computed results}
\begin{verbatim}
Temperature: 300 K
Film thickness: 80 nm
Sheet resistance: 0.50 ohm per square
k_B/e: 86.173 uV/K
Integral of x^2(-df/dx): 3.289868
Sommerfeld Lorenz number: 2.4430e-8 W ohm/K^2
Film resistivity: 4.00 microohm cm
Film electrical conductivity: 2.500e+07 S/m
Sheet thermal conductance: 14.66 uW/K
In-plane kappa, formula: 183.23 W/(m K)
In-plane kappa, integrated flows: 183.22 W/(m K)
L/L0 - 1 for sigma(E)~E^0.5: -28 ppm
L/L0 - 1 for sigma(E)~E^1.5: -46 ppm
L/L0 - 1 for sigma(E)~E^3.0: 26 ppm
Nondegenerate L/(k_B/e)^2: 2.500
Rough Cu lattice constant: 0.36 nm
Cu conduction-electron density: 8.57e+28 m^-3
Free-electron Fermi energy: 7.09 eV
k_B T: 25.85 meV
k_B T / Fermi energy: 0.00365
Electron mean free path in film: 16.3 nm
Mean free path / thickness: 0.20
Rough bulk Cu resistivity: 1.7 microohm cm
Rough bulk Cu kappa: 400 W/(m K)
Bulk kappa / film estimate: 2.2
Rough lattice part of kappa: 10 W/(m K)
Rough bulk electronic L/L0: 0.90
Extra film resistivity: 2.3 microohm cm
Electronic kappa, inelastic: 175 W/(m K)
Change by inelastic scattering: -4.3 %
Lattice part / estimate: 5.5 %
Kappa with both effects: 185 W/(m K)
Net change by both effects: +1.2 %
Temperature of heated film: 310 K
Resistivity of heated film: 4.057 microohm cm
Kappa of heated film: 186.7 W/(m K)
Change by heating: +1.9 %
Thickness uncertainty: 3 nm
Sheet-resistance uncertainty: 2 %
Kappa uncertainty, rule: 4.25 %
Kappa uncertainty, sampling: 4.27 %
Kappa uncertainty, absolute: 7.8 W/(m K)
\end{verbatim}
